# Charge and spin channels of the self-consistency Jacobian near a Stoner instability

In collinear spin-density functional theory the error $e$ of a density-mixing iteration obeys, near the fixed point, $e\leftarrow(1-P\varepsilon)e$, where $P$ is the mixing matrix and $\varepsilon=1-\chi_0K$ is the dielectric matrix in the charge $n=n_\uparrow+n_\downarrow$ and the magnetization $m=n_\uparrow-n_\downarrow$. In a paramagnetic metal the channels decouple. The charge eigenvalue grows as $1/q^2$ and the Kerker factor $q^2/(q^2+q_0^2)$ brings it back to order one. The spin eigenvalue has no such growth; it is $\varepsilon_s=1-IN$ at $q=0$ and vanishes at the Stoner point, so linear mixing needs of order $1/\varepsilon_s$ steps, and a Kerker factor on $m$ freezes the total moment. In a ferromagnet the Coulomb term also enters the spin row, the soft eigenvalue is $\varepsilon_s=1+4N_\uparrow N_\downarrow f_{mm}/(N_\uparrow+N_\downarrow)$, and Kerker damping of charge alone keeps the eigenvalues finite but kicks $m$ in the first step.

Hartree atomic units are used. The electron number is fixed, both spins share one chemical potential $\mu$, and occupations are Fermi functions $f$ at temperature $T$. Spin $\sigma=\pm1$ feels $v_\sigma=v+\sigma b$ with $v=\delta E/\delta n$, $b=\delta E/\delta m$. All numbers come from the numerical output at the end.

## One number: the uniform moment

Take jellium of density $n_0$ with the spin energy density $-Im^2/4$, so that $b=-Im/2$. One cycle maps an input moment $m$ to an output $F(m)$. With $h=Im/2$ the up levels fall by $h$ and the down levels rise by $h$. Let $\nu(\mu)$ be the free-electron density of one spin, $N=\nu'$ the thermally smeared density of states per spin, and $N',N''$ its $\mu$-derivatives at the unpolarised $\mu_0$. Then
$$n_0=\nu(\mu+h)+\nu(\mu-h),\qquad F=\nu(\mu+h)-\nu(\mu-h).$$
Put $\mu=\mu_0+\delta\mu$. In the sum the odd powers of $h$ cancel, leaving $2N\delta\mu+N'h^2=0$ at second order, so $\delta\mu=-N'h^2/2N$. In the difference the even powers cancel. The quadratic term gives $\tfrac12N'[(\delta\mu+h)^2-(\delta\mu-h)^2]=2N'h\,\delta\mu$ and the cubic term $2\cdot N''h^3/6$:
$$F(m)=2Nh-\Big(\frac{N'^2}{N}-\frac{N''}{3}\Big)h^3=INm-cm^3,\qquad c=\Big(\frac I2\Big)^3\Big(\frac{N'^2}{N}-\frac{N''}{3}\Big).$$
Mixing with step $\beta$ means $m\leftarrow m+\beta(F(m)-m)$. Near the fixed point $m=0$ this is $m\leftarrow(1-\beta\varepsilon_s)m$ with $\varepsilon_s=1-IN$.

The example has $r_s=3$ bohr, $n_0=0.008842$ bohr$^{-3}$, $k_F=0.6397$ bohr$^{-1}$, $T=0.01$ Ha (3158 K) and $N=0.0323443$ Ha$^{-1}$bohr$^{-3}$. In the local spin-density approximation (Slater exchange, PW92 correlation) $I=9.46541$ Ha bohr$^3$ and $\varepsilon_s=1-0.306152=0.693848$, far from instability. The critical value is $I_c=1/N=30.9173$ Ha bohr$^3$; $n_0I$ is 2.28 eV and 7.44 eV in the two cases. To approach it we use a model, not a material: the unpolarised LDA minus $\int I(n)m^2/4$ with $I(n)=I_0(n_0/n)^{2/3}$. For $I_0=0.95I_c=29.3715$, $\varepsilon_s=0.05$, and each step with $\beta=1$ removes 5% of the error.

The residual $F(m)-m=-\varepsilon_sm$ is smaller than the error by $\varepsilon_s$; the computed ratio is 20, so a residual threshold must be scaled down by $\varepsilon_s$. An applied field $h_0$ adds $2Nh_0$ to $F$, and the fixed point $m=2Nh_0/\varepsilon_s$ shows that $1/\varepsilon_s$ is the Stoner enhancement, also computed as 20. Both are tested to $10^{-4}$ relative.

Write $\varepsilon_P=1-IN$ for the value at $m=0$. For $\varepsilon_P<0$ and $c>0$, $F(m)=m$ has the root $m_*^2=|\varepsilon_P|/c$, and there
$$\varepsilon_F=1-F'(m_*)=\varepsilon_P+3cm_*^2=2|\varepsilon_P|$$
to leading order in $m_*^2$. The slowdown therefore occurs on both sides of a continuous transition. If $c<0$ there is no small stable moment and this branch is absent. Here $(I_c/2)^3=3694.2$, $N'^2/N=0.0795106^2/0.0323443=0.195457$, $-N''/3=0.065697$ and $n_0^2=7.818\times10^{-5}$, giving $cn_0^2=0.07542$. For $\varepsilon_P=-0.02$, $c$ grows by $1.02^3$, and $\zeta=m/n_0=\sqrt{0.02/0.08004}=0.4999$ against the computed 0.4886. The computed $\varepsilon_F=0.04193$ exceeds $2|\varepsilon_P|$ by 4.8% of the latter. For $\varepsilon_P=-0.002$ the polarisations are 0.16235 and 0.16198, and $\varepsilon_F=0.004018$ is 0.5% high, the shrinkage expected of a correction of relative order $\zeta^2$.

At $I=I_c$ the linear rate is 1 and, for $\beta=1$, $m_{i+1}=m_i(1-cm_i^2)$. Then $1/m_{i+1}^2=1/m_i^2+2c+O(m_i^2)$, so
$$\frac1{m_i^2}\approx\frac1{m_0^2}+2ci .$$
The decay is algebraic, $m\sim i^{-1/2}$. Halving $\zeta$ from 0.2 to 0.1 should take $(100-25)/(2\times0.0754238)=497$ steps, and the run took 495.

## A second number: one charge wave

Let the gas fill a cell of length $L=60$ bohr along $z$, with waves $q_j=2\pi j/L$, $q_1=0.10472$ bohr$^{-1}$. A potential wave $\delta v_\sigma$ gives $\delta n_\sigma=\chi_\sigma(q)\,\delta v_\sigma$, and first-order perturbation theory gives $\chi_\sigma=\int\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{\epsilon_k-\epsilon_{k+q}}$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ makes the second term equal to the first. With $\epsilon_k-\epsilon_{k+q}=-(kqu+q^2/2)$, $u$ the cosine of the angle, the $u$-integral is a logarithm, and at $T=0$, with $a=q/2$,
$$\chi_\sigma=-\frac1{2\pi^2q}\int_0^{k_\sigma}k\ln\Big|\frac{k+a}{k-a}\Big|dk=-\frac1{2\pi^2q}\Big[\frac{k_\sigma^2-a^2}{2}\ln\Big|\frac{k_\sigma+a}{k_\sigma-a}\Big|+ak_\sigma\Big],$$
as differentiating the bracket confirms. With $x=q/2k_\sigma$ this is $-(k_\sigma/2\pi^2)\Lambda(x)$, where
$$\Lambda(x)=\frac12+\frac{1-x^2}{4x}\ln\Big|\frac{1+x}{1-x}\Big| .$$
Expanding the logarithm as $2(x+x^3/3)$ gives $\Lambda=1-x^2/3+\dots$, and $\Lambda\to0$ at large $x$. Since $\chi_\sigma$ is linear in $f$, and $f$ is an average of step functions at $\mu'$ with weight $1/[4T\cosh^2((\mu'-\mu)/2T)]$, the finite-$T$ response is that average of the $T=0$ result, with $\chi_\sigma(0)=-N_\sigma$.

In the paramagnet $\chi_0=\chi_\uparrow+\chi_\downarrow$ serves both channels. A charge wave produces $\delta v=(4\pi/q^2+f_{nn})\delta n$ and a spin wave produces $\delta b=f_{mm}\delta m$, with $f$ the second derivatives of the exchange-correlation energy density and $f_{mm}=-I/2$. The Hartree energy depends on $n$ alone, so $4\pi/q^2$ is absent from the second relation. Hence
$$\varepsilon_c(q)=1+|\chi_0|\Big(\frac{4\pi}{q^2}+f_{nn}\Big),\qquad\varepsilon_s(q)=1-|\chi_0|\frac I2 .$$
From $\varepsilon_s(q_1)=0.0521371$ we read $|\chi_0|=0.947863/14.68575=0.064543$. With $4\pi/q_1^2=1145.91$ and $f_{nn}=-8.428$, $\varepsilon_c(q_1)=1+0.064543\times1137.48=74.417$. The expansion of $\Lambda$ gives $\varepsilon_s(q)\approx\varepsilon_s+(1-\varepsilon_s)q^2/12k_F^2=0.05+0.95\times0.002233=0.05212$, close to the finite-$T$ value. The soft spin modes thus form a band starting at $\varepsilon_s(0)$, and a longer cell puts more modes in it.

Simple mixing uses one step $\alpha$ for all modes and is stable if $|1-\alpha\lambda|<1$ for each eigenvalue $\lambda$, that is $\alpha<2/\varepsilon_c(q_1)=0.026876$, a limit that falls as $L^{-2}$ in long cells. Runs at 0.95 and 1.05 times the limit gave charge rates 0.9 and 1.1. In the first, $\alpha=0.02553$, the moment decayed at $1-0.02553\times0.05=0.998723$ per step. The best $\alpha$ equalises the extreme modes, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$, so $\alpha=2/(\lambda_{\max}+\lambda_{\min})=0.026858$ with rate $(\lambda_{\max}-\lambda_{\min})/(\lambda_{\max}+\lambda_{\min})$. Reducing the error by $10^{-6}$ is then predicted, not run, to take about $1.03\times10^4$ steps: the condition number $74.417/0.05\approx1490$ multiplies the troubles of the two channels.

## Kerker damping, mode by mode

Multiply the charge residual by $\gamma(q)=q^2/(q^2+q_0^2)$ with $q_0^2=8\pi N$, $q_0=0.9016$ bohr$^{-1}$. Writing $|\chi_0|=2N\bar\Lambda$, with $\bar\Lambda(q)$ the smeared Lindhard factor, and subtracting $q^2+q_0^2$ in the numerator,
$$\gamma\varepsilon_c=1-\frac{q_0^2(1-\bar\Lambda)+2N\bar\Lambda|f_{nn}|q^2}{q^2+q_0^2}\qquad(f_{nn}<0).$$
The correction vanishes at $q\to0$ and $q\to\infty$ and is negative between. It gives 0.9905 at $q_1$ and a minimum of 0.647 over $j=1,\dots,14$, so the worst rate is 0.353 and lengthening the cell adds modes near 1. A charge error spread over these fourteen modes fell by $10^{-6}$ in 13 steps, tested to be within one step of the count from the formula. The cure relies on $\chi_0(0)\ne0$. In an insulator the matrix elements of $e^{iqz}$ across the gap are $O(q)$ by orthogonality, so $\chi_0\propto q^2$, $\varepsilon_c$ stays finite, and $\gamma\varepsilon_c\propto q^2$ is slowed by the same factor.

The spin channel of a metal is in that position. Applying $\gamma$ to $n_\uparrow$ and $n_\downarrow$ separately is, by linearity, applying it to both $n$ and $m$. Then $\gamma(0)=0$ leaves the total moment at its starting value: after 40 steps its ratio to the start was 1. The damped residual can vanish while $F(m)\ne m$, at a solution constrained to the starting moment. At $q_1$ the decay per step is $\gamma\varepsilon_s=0.0133107\times0.0521371=6.940\times10^{-4}$, matching the measured value and implying about $2.0\times10^4$ steps for $10^{-6}$.

With $\gamma$ on charge and a constant $\beta$ on spin, the spin eigenvalues fill $[\varepsilon_s,1)$ because $\Lambda\to0$. Stability of short waves needs $\beta<2$, the equalising choice is $\beta=2/(1+\varepsilon_s)=1.905$, and its rate $(1-\varepsilon_s)/(1+\varepsilon_s)\approx1-2\varepsilon_s$ gains a factor of two. For an error seeded equally in $j=0,\dots,14$ the runs took 246 steps at $\beta=1$ and 126 at the optimum, equal to the counts from $\varepsilon_s(q_j)$. The first is below $\ln10^{-6}/\ln0.95=269$ because the slowest mode holds $1/\sqrt{15}$ of the initial norm: $(13.82-1.35)/0.0513=243$. The $q_1$ mode, still at $(0.94786/0.95)^{246}=0.57$ of the uniform one, raises the norm by 15% and costs three more steps.

## The general Jacobian

Let $x=(n,m)$ and $x_*=F(x_*)$. An input error $e$ changes the potentials $(v,b)$ by $Ke$ and the output by $\chi_0Ke$, so $F(x)-x=-\varepsilon e$ and $x\leftarrow x+P(F(x)-x)$ gives $e\leftarrow(1-P\varepsilon)e$. Adding and subtracting $\delta n_\sigma=\chi_\sigma(\delta v+\sigma\delta b)$,
$$\chi_0=\begin{pmatrix}\chi_\uparrow+\chi_\downarrow&\chi_\uparrow-\chi_\downarrow\\ \chi_\uparrow-\chi_\downarrow&\chi_\uparrow+\chi_\downarrow\end{pmatrix},\qquad K=\begin{pmatrix}4\pi/q^2+f_{nn}&f_{nm}\\ f_{nm}&f_{mm}\end{pmatrix},$$
with operators in place of numbers when the system is not uniform. Since $n_\sigma=(n+\sigma m)/2$, $\partial_m=\tfrac12(\partial_\uparrow-\partial_\downarrow)$ and $f_{mm}=(f_{\uparrow\uparrow}-2f_{\uparrow\downarrow}+f_{\downarrow\downarrow})/4$. For exchange alone $v_\sigma=-k_\sigma/\pi$ with $n_\sigma=k_\sigma^3/6\pi^2$, so $f_{\sigma\sigma}=-2\pi/k_\sigma^2$, $f_{\uparrow\downarrow}=0$ and $f_{mm}=-\pi/k_F^2$, which tests the combination.

Both $S=-\chi_0$ and $K$ are symmetric, and $S$ is positive definite on variations that conserve the electron number. Then
$$\varepsilon=1+SK=S^{1/2}\,W\,S^{-1/2},\qquad W=1+S^{1/2}KS^{1/2},$$
so $\varepsilon$ has the real spectrum of the symmetric $W$. The non-interacting free energy has gradient $\mu-v_\sigma$ and therefore Hessian $-\chi_0^{-1}=S^{-1}$. The full Hessian $S^{-1}+K=S^{-1/2}WS^{-1/2}$ is congruent to $W$ and has eigenvalues of the same signs. The spectrum of $\varepsilon$ is positive if and only if the Hessian is positive definite, and a zero eigenvalue is a flat direction of the free energy. The product $P\varepsilon$ need not have a real spectrum when $P$ does not commute with $\varepsilon$.

At $m=0$ the spin flip $m\to-m$ is a symmetry of $F$. The blocks linking $n$ and $m$ are odd under it and vanish, for any external scalar potential.

For $q=0$ in a polarised gas, with $N_\pm=N_\uparrow\pm N_\downarrow$, $\delta n_\sigma=N_\sigma(\delta\mu-\delta v-\sigma\delta b)$. Fixed number requires $\delta\mu-\delta v=(N_-/N_+)\delta b$. Then $\delta m_{\rm out}=(N_-^2/N_+-N_+)\delta b$, and with $N_+^2-N_-^2=4N_\uparrow N_\downarrow$ and $\delta b=f_{mm}\delta m$,
$$\varepsilon_s=1+\frac{4N_\uparrow N_\downarrow}{N_+}f_{mm}.$$
The free energy density $\mathcal A(m)$ at fixed $n$ has $\mathcal A''=\tfrac14(1/N_\uparrow+1/N_\downarrow)+f_{mm}=\varepsilon_sN_+/4N_\uparrow N_\downarrow$, because $d\mu_\sigma/dn_\sigma=1/N_\sigma$. A finite difference of $\mathcal A$ reproduces $\varepsilon_s$ within $5\times10^{-5}$ on both sides of the transition. The $2\times2$ matrices agree with finite differences of the Kohn–Sham map (49 plane waves, 8 $k_z$ points, free in-plane motion) within $2\times10^{-5}(1+|\varepsilon_{ab}|)$ for five wavevectors in three states.

Off the uniform limit, a potential $0.04\cos q_4z$ Ha modulates the density by $-5.7\%$. The finite-difference Jacobian on densities even in $z$ (odd modes were not computed) is tested to be block diagonal and real in spectrum, with largest charge eigenvalue 74.40 and smallest spin eigenvalue 0.04642. The moment decayed by 0.04646 per step, 0.1% above that eigenvalue. That the drop from 0.05 comes from mixing of $q=0$ with $q_4$ at second order in the modulation is a conjecture.

## The ferromagnet: coupled channels

At small $q$, $\chi_\sigma\to-N_\sigma$. With $w=4\pi/q^2+f_{nn}$,
$$\varepsilon=\begin{pmatrix}1+N_+w+N_-f_{nm}&N_+f_{nm}+N_-f_{mm}\\ N_-w+N_+f_{nm}&1+N_-f_{nm}+N_+f_{mm}\end{pmatrix}.$$
A Hartree potential moves unequal numbers of up and down electrons when $N_-\neq0$, so $\varepsilon_{mn}$ diverges. The coefficient of $w$ in the determinant is
$$N_+(1+N_-f_{nm}+N_+f_{mm})-N_-(N_+f_{nm}+N_-f_{mm})=N_+\varepsilon_s ,$$
in which $f_{nm}$ cancels. The large eigenvalue approaches the trace, $4\pi N_+/q^2$, so the small one, determinant over large eigenvalue, tends to $\varepsilon_s$, the fixed-number value: long-range Coulomb forces hold $n$ fixed as the constraint does at $q=0$.

In the model $I'=-2I/3n$ and $I''=10I/9n^2$, so $f_{nm}=-I'm/2=I\zeta/3$ and $f_{nn}$ gains $-I''m^2/4=-5I\zeta^2/18$. At $I_0=1.02I_c$: $f_{nn}=-10.52$, $f_{nm}=5.1366$, $f_{mm}=-15.7678$, $N_+=0.0627503$, $N_-=0.0111731$, $4N_\uparrow N_\downarrow/N_+=0.0607609$. Thus $\varepsilon_s=1-0.958066=0.04193$, while $\varepsilon_{mm}=1+0.057392-0.989434=0.06796$. At $q=0.005$ bohr$^{-1}$ the soft eigenvalue is 0.04194 and the diagonal element 0.06796: the diagonal element is not the rate.

Take $P=\mathrm{diag}(\gamma,1)$ with $q_0^2=4\pi N_+$. As $q\to0$, $\gamma\varepsilon_{nn}\to1$ and $\det P\varepsilon=\gamma\det\varepsilon\to\varepsilon_s$, so $\lambda^2-(1+\varepsilon_{mm})\lambda+\varepsilon_s=0$ has finite roots. Its discriminant is $(1-\varepsilon_{mm})^2+4(\varepsilon_{mm}-\varepsilon_s)$, and the determinant identity gives $\varepsilon_{mm}-\varepsilon_s=r\varepsilon_{nm}$ with $r=N_-/N_+$; in this limit the roots are real whenever $r\varepsilon_{nm}\geq0$, as here; at shorter wavelengths they need not be. At $q_1$, $\gamma=0.013716$, the trace is $0.013716\times72.1277+0.07055=1.0599$, the eigenvalues are 0.04316 and 1.0167, and the measured decay is 0.04316. The element $\varepsilon_{mn}$ is untouched, so a pure charge error $\delta n$ becomes a spin error $-\varepsilon_{mn}\delta n$ after one step. The measured kick is $-13.039$. The constant-$N_\sigma$ formula gives $0.0111731\times1135.39+0.0627503\times5.1366=13.008$. The curvature of $\Lambda$ changes $|\chi_\sigma|$ by $-q^2/24\pi^2k_\sigma$, which times $4\pi/q^2$ is $-1/6\pi k_\sigma$; with $k_\sigma=k_F(1\pm\zeta)^{1/3}=0.7304,\,0.5116$ these are $-0.0726$ and $-0.1037$, and their difference $+0.031$ closes the gap. The kick grows as $L^2$.

The remedy is to invert the Hartree part alone. That matrix is lower triangular, with $1+4\pi N_+/q^2=1/\gamma$ and $4\pi N_-/q^2=r(1-\gamma)/\gamma$ in its first column, so
$$P=\begin{pmatrix}\gamma&0\\-r(1-\gamma)&1\end{pmatrix}.$$
As $q\to0$, $(P\varepsilon)_{nn}\to1$, $(P\varepsilon)_{nm}=\gamma\varepsilon_{nm}\to0$ and $(P\varepsilon)_{mm}\to\varepsilon_{mm}-r\varepsilon_{nm}=\varepsilon_s$, so the eigenvalues are 1 and $\varepsilon_s$. In $(P\varepsilon)_{mn}=\varepsilon_{mn}-r(1-\gamma)\varepsilon_{nn}$ the Hartree terms cancel, leaving $(N_+-rN_-)f_{nm}=0.312$ plus the curvature terms $0.031+0.178\times0.176=0.062$. The sum is about 0.375 at $q\to0$, and the measured kick at $q_1$ is $-0.373$, 35 times smaller than before. The soft eigenvalue, 0.04432, hardly changes: this $P$ makes the transient small and independent of $L$ in long cells, but does not cure the Stoner slowdown.

## Curing the spin channel

A model inverse does for spin what Kerker does for charge. In the paramagnet take $P_s(q)=1/[1-(1-\tilde\varepsilon)\Lambda(q/2k_F)]$ with a guessed $\tilde\varepsilon$. Neglecting smearing, $P_s\varepsilon_s=[1-(1-\varepsilon_s)\Lambda]/[1-(1-\tilde\varepsilon)\Lambda]$ is a ratio of linear functions of $\Lambda$ and runs monotonically from $\varepsilon_s/\tilde\varepsilon$ to 1, so stability needs $\tilde\varepsilon>\varepsilon_s/2$. With $\tilde\varepsilon=0.1$ the worst rate is 0.5 and the run took 19 steps, as predicted.

Anderson mixing needs no guess. It stores iterates $x_i$ and residuals $R_i=P(F(x_i)-x_i)$, finds the combination with weights summing to one that minimises $\|\bar R\|$, and steps to $\bar x+\bar R$. For a linear map with $A=P\varepsilon$, $R=-Ae$, each step adds one power of $A$, and if the stored differences stay independent, $\bar R$ after $i$ steps is the smallest $p(A)R_0$ over polynomials of degree $i$ with $p(0)=1$, the GMRES residual. For diagonal $A$ with spectrum in $[a,b]$ and $\kappa=b/a$, choose $p(\lambda)=C_i\big(\tfrac{b+a-2\lambda}{b-a}\big)/C_i(y)$, with $C_i$ the Chebyshev polynomial and $y=(\kappa+1)/(\kappa-1)$. The numerator is at most 1 in size, and $C_i(y)\ge\tfrac12(y+\sqrt{y^2-1})^i$ with $y+\sqrt{y^2-1}=(\sqrt\kappa+1)/(\sqrt\kappa-1)$. So $\|\bar R\|\le2\rho^i\|R_0\|$ with $\rho=(\sqrt\kappa-1)/(\sqrt\kappa+1)$, and passing from residual to error costs at most a factor $\kappa$. With Kerker on charge, $\kappa=1/\varepsilon_s=20$, $\rho=0.6345$, and $\ln(4\times10^7)/\ln(1/\rho)=38.5$ steps suffice for the linear problem with full history; the bound scales as $\varepsilon_s^{-1/2}$ up to the logarithm. The run, keeping 20 iterates, took 28. A strictly linear problem with 15 seeded modes and full history would end after about 15 steps, and the run did not; the history is still complete up to step 20, so it is not the reason for that. On the linear problem the truncated least-squares solve costs only about one step beyond the 16 of exact arithmetic (a first step plus 15 differences), so it does not explain the gap alone; modes generated by the nonlinearity are the likelier cause, which was not isolated.

## The method

1. Form the residuals $R_n,R_m$ in reciprocal space, and estimate $N_\uparrow,N_\downarrow$ at the Fermi level.
2. Set $q_0^2=4\pi N_+$ and $r=N_-/N_+$. Replace $R_m$ by $R_m-r(1-\gamma)R_n$, then $R_n$ by $\gamma R_n$. Never multiply $R_m$ by $\gamma$.
3. Pass the result to Anderson mixing or, in a nearly uniform paramagnet, multiply $R_m$ by $P_s$ with $\tilde\varepsilon>\varepsilon_s/2$.
4. Estimate $\varepsilon_s$ from the response of the total moment. If $\varepsilon_s>0$, accept the moment when $|R_m|/\varepsilon_s$, with $R_m$ as corrected in step 2, is below tolerance. This estimate is linear: at $I=I_c$, where $R_m=-cm^3$ and the local slope is $3cm^2$, it gives only a third of the error. If $\varepsilon_s<0$ the state is not a minimum of the free energy, like $m=0$ for $\varepsilon_P<0$, and a small residual does not make it acceptable; at $\varepsilon_s=0$ the quartic term decides, and $m=0$ at $I=I_c$ with $c>0$ is a minimum. The total moment probes one mode only: in a non-uniform system the softest eigenvalue can be smaller, and in materials with antiferromagnetic or spin-density-wave tendencies the soft mode lies at finite $q$, so $\varepsilon_s>0$ does not by itself prove a minimum.

The rates hold in the linear regime, which around $m=0$ is $cm^2\ll|\varepsilon_s|$. While $cm^2\gg|\varepsilon_s|$ and $\zeta$ is still small enough for the cubic expansion, the cubic term sets the decay and the algebraic law applies (this needs $|\varepsilon_s|\ll cn_0^2\approx0.07$, so it is not reached for $\varepsilon_s=0.05$); for $\varepsilon_s>0$ the linear rate returns once $m$ has shrunk, and only at $I=I_c$ is the decay algebraic to the end. Anderson mixing was run, and its bound derived, for the paramagnet only; its combination with the triangular $P$ in a ferromagnet, where $P\varepsilon$ is not diagonal, was not run. The preconditioners assume a nearly uniform metal, since they use one $N_\sigma$ for the whole cell. The analysis is collinear: rotations of the moment and spiral modes lie outside the space considered.

## Computed results

```
rs, L = 3 60 bohr
T = 0.01 Ha
T = 3157.75 K
n0 = 0.00884194 bohr^-3
kF, q1 = 0.639719 0.10472 bohr^-1
mu = 0.204217 Ha
N per spin = 0.0323443 Ha^-1 bohr^-3
N' (Ha^-2 bohr^-3), N'' (Ha^-3 bohr^-3) = 0.0795106 -0.197092 
LSDA fnn, fmm = -8.428 -4.73271 Ha bohr^3
I_LSDA, I_crit = 9.46541 30.9173 Ha bohr^3
n0*I_LSDA, n0*I_crit = 2.27739 7.43875 eV
LSDA eps_s(q=0) = 0.693848 
LSDA eps nn nm mn mm at q1 = 74.417 0 0 0.69454 
LSDA eps nn nm mn mm at q8 = 1.5153 0 0 0.74267 
para eps_s(q=0) = 0.05 
para eps nn nm mn mm at q1 = 74.417 0 0 0.05214 
para eps nn nm mn mm at q8 = 1.5153 0 0 0.20148 
ferro eps_s(q=0) = 0.0419339 
ferro eps nn nm mn mm at q1 = 72.1277 0.14491 13.0393 0.07055 
ferro eps nn nm mn mm at q8 = 1.4499 0.04368 0.36599 0.26362 
para I0 = 29.3715 Ha bohr^3
para Stoner enhancement from field = 20 
para error/residual of moment = 20 
q0 = 0.901611 bohr^-1
alpha limit 2/eps_c(q1) = 0.0268756 
simple alpha=0.02553: rates n(q1), m(0) = 0.9 0.998723 
simple alpha=0.02822: rates n(q1), m(0) = 1.1 0.998589 
simple alpha_opt, predicted iterations = 0.0268575 10281.1 
Kerker*eps_c at q1, and its minimum = 0.99054 0.647226 
charge error, Kerker: iterations to 1e-6 = 13 
spin error, beta=1: iterations run, predicted = 246 246 
spin error, beta_opt: iterations run, predicted = 126 126 
spin error, model eps guess 0.1: iterations run, predicted = 19 19 
beta_opt = 1.90476 
Anderson iterations, Krylov rate, bound = 28 0.634512 38.4797 
Kerker factor q1, eps_s(q1) = 0.0133107 0.0521371 
Kerker on spin: m(0) ratio after 40, 1-rate m(q1) = 1 0.000694016 
Kerker on spin: implied iterations for m(q1) = 19899.7 
c*n0^2 at I_crit = 0.0754238 
eps_P=-0.002: zeta, Landau zeta, eps_F = 0.161982 0.162353 0.00401837 
eps_P=-0.02: zeta, Landau zeta, eps_F = 0.488645 0.499874 0.0419339 
critical: iterations zeta 0.2->0.1 run, predicted = 495 497.19 
ferro I0; fnn, fnm, fmm = 31.5357 -10.5196 5.13659 -15.7678 Ha bohr^3
ferro Nu, Nd = 0.0369617 0.0257886 Ha^-1 bohr^-3
ferro q=0.005: soft eigenvalue, bare mm element = 0.0419394 0.0679622 
ferro charge-only: kick, eigenvalues, 1-rate = -13.0393 0.0431566 1.01671 0.0431566 
ferro triangular: kick, eigenvalues, 1-rate = -0.372588 0.0443164 0.990101 0.0443164 
modulation V0 at q4 = 0.04 Ha
density amplitude 2 n(q4)/n0 = -0.0570907 
modulated: max eps_c, min eps_s, 1-rate = 74.4022 0.0464196 0.0464626
```
